\section*{Resolving Film-Thickness Order from Two Ellipsometric Wavelengths}

\section{Which minimum should the fit start from?}

A least-squares fit of a film thickness to ellipsometric data needs a starting value. For a transparent film the misfit at one wavelength and one angle of incidence has a whole ladder of equally good minima, and a fit started near the wrong one converges to a wrong thickness with a small residual. A second wavelength gives a second ladder with another spacing. The decision is whether two rungs that nearly agree may be trusted, and up to what thickness. It depends on the measurement errors as well as on the two wavelengths.

\subsection{One colour: a thickness modulo a period}

The film is uniform and isotropic, with real index $n$ and thickness $d$, between air and a substrate of known complex index. Light of angular frequency $\omega$ arrives at angle $\theta$. Atomic units are used in the algebra, so $\omega$ is also the photon energy and $c\approx137$. Fields vary as $e^{-i\omega t}$. In a medium of permittivity $\varepsilon$ the normal wave number is $\omega q/c$, with
\begin{equation}
q=\sqrt{\varepsilon-\sin^2\theta},
\end{equation}
because the component along the surface, $\omega\sin\theta/c$, is conserved.

For s polarization the electric field and its normal derivative are continuous. For p polarization the magnetic field and its normal derivative divided by $\varepsilon$ are continuous. Put $Y=q$ for s and $Y=q/\varepsilon$ for p. At an interface from medium $i$ to medium $j$, both cases read
\begin{equation}
1+r_{ij}=t_{ij},\qquad Y_i(1-r_{ij})=Y_jt_{ij},
\end{equation}
with the solution
\begin{equation}
r_{ij}=\frac{Y_i-Y_j}{Y_i+Y_j},\qquad t_{ij}=\frac{2Y_i}{Y_i+Y_j}.
\end{equation}
Hence $r_{10}=-r_{01}$ and $t_{01}t_{10}=4Y_0Y_1/(Y_0+Y_1)^2=1-r_{01}^2$. With these signs $r_p=-r_s$ at normal incidence.

Let $A$ and $B$ be the downward and upward amplitudes just below the film surface. One trip down and up multiplies the wave by
\begin{equation}
X=e^{2i\omega qd/c}
\end{equation}
and by $r_{12}$, so $B=r_{12}XA$. At the surface $A=t_{01}+r_{10}B$, which gives $A=t_{01}/(1+r_{01}r_{12}X)$. The reflected amplitude is
\begin{align}
r&=r_{01}+t_{10}B
=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}\nonumber\\
&=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\end{align}
Thickness enters through $X$ alone, and $X$ repeats when $2\omega qd/c$ grows by $2\pi$. The period is therefore
\begin{equation}
D=\frac{\pi c}{\omega q}.
\end{equation}

The measured quantity is $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$, here in the $e^{-i\omega t}$ convention. Instruments usually report $\Delta$ for $e^{+i\omega t}$ and indices $n-ik$ (bare silicon at 1.96 eV and $70^\circ$ then reads about $179^\circ$, not $181^\circ$); such a $\Delta$ must be changed in sign before use. Otherwise, on a weakly absorbing substrate, the phase of $X$ comes out nearly reversed while $|X|$ stays close to 1, so the error goes unnoticed. Write $f$ for $r_{01}$ and $g$ for $r_{12}$, with the polarization as subscript. Then
\begin{equation}
\rho\,(1+f_pg_pX)(f_s+g_sX)=(f_p+g_pX)(1+f_sg_sX).
\end{equation}
Collecting powers of $X$ gives a quadratic equation:
\begin{align}
0={}&g_pg_s(\rho f_p-f_s)X^2\nonumber\\
&+\left[\rho(g_s+f_pf_sg_p)-(g_p+f_pf_sg_s)\right]X\nonumber\\
&+\rho f_s-f_p .
\end{align}
A transparent film has $|X|=1$, which selects the root. If the other root also came near the unit circle, one period would hold two candidates and both would have to be listed. This must be checked for each film and angle. The candidates are
\begin{equation}
x+mD,\qquad x=\frac{D}{2\pi}\arg X,\quad 0\le\arg X<2\pi ,
\end{equation}
where the integer $m$ is the order.

\subsection{The error of a candidate}

Suppose that the true film has $q'$ where the analysis uses $q$. Since $2\omega q/c=2\pi/D$, the true phase is $2\pi(q'/q)d/D$. Errors in $\Psi$ and $\Delta$, and the wrong index in the interface coefficients, shift the recovered phase by a further $\delta$. For the correct order,
\begin{equation}
x+mD-d=\left(\frac{q'}{q}-1\right)d+\frac{D}{2\pi}\,\delta .
\label{eq:error}
\end{equation}
The first term grows with thickness and the second does not. For a small index error, $q^2=n^2-\sin^2\theta$ gives $q\,\delta q=n\,\delta n$, so the relative error in the first term is $n\,\delta n/q^2$. In a window $0\le d\le W$, colour $i$ therefore has the tolerance
\begin{equation}
e_i(W)=a_i+b_iW,\qquad b_i\simeq\frac{n_i|\delta n_i|_{\max}}{q_i^2},
\label{eq:tol}
\end{equation}
where $a_i$ bounds the phase term. An error in the photon energy acts in the same way as an error in $q$, since the true phase is proportional to $\omega q d$; it adds $|\delta\omega_i|_{\max}/\omega_i$ to $b_i$. The example below takes the photon energies as exact unless stated otherwise.

\section{Intersecting the lists}

Draw an interval of half-width $e_i$ about each candidate and clip it to $[0,W]$. A pair of orders $(m_1,m_2)$ is accepted if its two intervals have a common point. The true pair is accepted whenever the tolerances hold and $0\le d\le W$, since the true thickness then lies in both intervals. The bound $d\le W$ must be known beforehand, for example from the growth conditions; the two lists cannot confirm it. We require
\begin{equation}
D_1,D_2>2E,\qquad E=e_1+e_2 .
\label{eq:condition}
\end{equation}
Intervals within one list are then disjoint, and one merge finds all accepted pairs:
\begin{enumerate}
\item Start with the lowest interval of each list.
\item Record the pair if the larger lower end does not exceed the smaller upper end.
\item Discard the interval that ends first, replace it by the next in its list, and return to step 2 until a list is empty.
\end{enumerate}
No pair is lost. The later intervals of the other list begin above the end of that list's current interval, hence above the end of the discarded one. The work grows as $W/D_1+W/D_2$, whereas comparing all pairs costs the product.

\subsection{The range of uniqueness}

Let two different pairs be accepted for the same data, with thicknesses $d\le d'$ in their respective intersections. Put $s=d'-d$ and let $k_i$ be the change of order in list $i$. Each thickness is within $e_i$ of its candidate, so
\begin{equation}
|s-k_iD_i|\le2e_i,\qquad i=1,2 .
\label{eq:slip}
\end{equation}
A negative $k_i$ would give $s\le-D_i+2e_i<0$, which is impossible. If $k_1=0$ and $k_2\ge1$, then $D_2-2e_2\le s\le2e_1$, which contradicts (\ref{eq:condition}); the case $k_2=0$ fails in the same way. Both slips are thus positive. The triangle inequality gives
\begin{equation}
|k_1D_1-k_2D_2|\le2E,
\label{eq:coincidence}
\end{equation}
and (\ref{eq:slip}) gives $s\ge k_iD_i-2e_i$ for both colours. Define
\begin{equation}
R=\min_{k_1,k_2\ge1}\max(k_1D_1-2e_1,\;k_2D_2-2e_2),
\label{eq:R}
\end{equation}
where the minimum runs over pairs satisfying (\ref{eq:coincidence}). Two accepted pairs need $s\ge R$, while the window allows $s\le W$. The answer is therefore unique for all data if $W<R$.

For fixed tolerances this cannot be improved. Take the minimizing slips, $s=R$ and $x_i=(s-k_iD_i)/2$. By construction $s\ge k_iD_i-2e_i$. Condition (\ref{eq:coincidence}) also ensures $s\le k_iD_i+2e_i$, so $|x_i|\le e_i$. The thickness $0$ with orders $(0,0)$ and the thickness $R$ with orders $(k_1,k_2)$ both fit these data, at distance $|x_i|$ from their candidates. A negative $x_i$ is brought into the standard interval by relabelling the orders.

To compute $R$, step through $k_1=1,2,\dots$ and test the integers next to $k_1D_1/D_2$. Stop when $k_1D_1-2e_1$ exceeds the best value found, because no later pair can be lower.

\subsection{What tolerance costs}

Place the $N+1$ numbers $0,D_1,\dots,ND_1$ on a circle of circumference $D_2$. Two of them lie within $D_2/(N+1)$ of each other, so some $k_1$ between $1$ and $N$ brings $k_1D_1$ that close to a multiple of $D_2$. With
\begin{equation}
N=\left\lceil\frac{D_2}{2E}\right\rceil-1
\end{equation}
this distance is at most $2E$, and (\ref{eq:coincidence}) holds. The multiple is not zero, because $D_1>2E$. Since $k_2D_2-2e_2\le k_1D_1+2e_1$, it follows that
\begin{equation}
R\le ND_1+2e_1 .
\label{eq:pigeon}
\end{equation}
For small tolerances this limit is about $D_1D_2/(2E)$. No choice of two colours avoids it, although a third colour can extend the range beyond it. If $E=0$ and $D_1/D_2$ is irrational, no coincidence exists and the range is unlimited.

\subsection{When the beat length is the right estimate}

Let $D_1>D_2$ and $\eta=D_1-D_2$, with $\eta<D_2$. The phase difference between the colours repeats after the beat length
\begin{equation}
L=\frac{D_1D_2}{\eta}.
\end{equation}
This is not in general the unique range, because the separate phases need not repeat there. Its regime follows from (\ref{eq:coincidence}). With $k_2=k_1+j$ the mismatch is $|k_1\eta-jD_2|$.

Suppose first that $\eta>2E$. Then $j\le0$ is excluded, since the mismatch is at least $\eta$. For $j\ge1$ a coincidence needs $k_1\eta\ge D_2-2E$, hence
\begin{equation}
k_1D_1\ge L-\frac{2E}{\eta}D_1>L-D_1 .
\end{equation}
Suppose also that $\eta\le4E$. The integer $k_1$ nearest to $D_2/\eta$ has $|k_1\eta-D_2|\le\eta/2\le2E$, so it gives a coincidence with $k_1D_1\le L+D_1/2$. Altogether,
\begin{equation}
L-D_1-2e_1<R\le L+\tfrac12D_1+2e_1\quad(2E<\eta\le4E).
\label{eq:beat}
\end{equation}
If $\eta\le2E$, the slip $(1,1)$ is already a coincidence and the second colour adds almost nothing. If $\eta>4E$, the range may extend well past the beat.

\subsection{A tolerance that grows with the window}

By (\ref{eq:tol}) the tolerances depend on the window they must certify. Raising $e_i$ admits more slips and lowers each term in (\ref{eq:R}), so $R(e(W))$ never increases with $W$. The difference $W-R(e(W))$ is strictly increasing and changes sign once, either continuously or at a jump of $R$. Bisection finds this limit $W^*$. Every window below it is safe for a film known to lie inside it. This guarantee is sufficient but not sharp, because thin films are given the larger error of thick ones.

\section{A ceria film on silicon}

CeO$_2$ suits the method because it is cubic, hence optically isotropic when unstrained, and nearly transparent below an absorption edge slightly above 3 eV. The photon energies are 1.96 and 2.33 eV and $\theta=70^\circ$. Rough typical indices are 2.30 and 2.35 for the film, and $3.88+0.02i$ and $4.15+0.04i$ for silicon. With $\hbar c=1973.27$ eV\,\AA,
\begin{align}
D_1&=\frac{\pi(1973.27)}{(1.96)(2.0993)}=1506.6\ \text{\AA},\\
D_2&=\frac{\pi(1973.27)}{(2.33)(2.1539)}=1235.2\ \text{\AA}.
\end{align}
Over three periods of sampled thickness, the unwanted root has $|\ln|X||$ of at least 1.48 and 1.39. It stays a factor of about 4 or more from the unit circle, so each period holds one candidate. This needs the sign of $\Delta$. An instrument that yields only $\cos\Delta$ adds a mirror candidate near $D-x$ with $|\ln|X||$ of about 0.001 or less, well inside the measurement noise, and nearly every thickness in the window found below then has a second answer.

The assumed error bounds are $0.05^\circ$ in $\Psi$, $0.10^\circ$ in $\Delta$ and 0.003 in each film index. A scan over phase and over the extreme error combinations, enlarged by 2\%, gives $a_1=1.37$ and $a_2=1.05$ \AA. The slopes are $b_1=0.001566$ and $b_2=0.001520$.

\subsection{The certified window}

Three near coincidences matter:
\begin{align}
|4D_1-5D_2|&\approx149.5\ \text{\AA},\nonumber\\
|5D_1-6D_2|&\approx121.9\ \text{\AA},\nonumber\\
|9D_1-11D_2|&\approx27.7\ \text{\AA}.\nonumber
\end{align}
Near $W=13\,530$ \AA\ the tolerances are 22.6 and 21.6 \AA, so $2E\approx88$ \AA. This admits the third coincidence but not the first two. The limit solves $W=11D_2-2(a_2+b_2W)$:
\begin{equation}
W^*=\frac{11D_2-2a_2}{1+2b_2}\approx13\,544\ \text{\AA}=1354\ \text{nm}.
\end{equation}
This is nine times the longer single-colour period and about twice the beat length, $L=6857$ \AA. The bound (\ref{eq:pigeon}) allows at most 19\,632 \AA\ at these tolerances.

With fixed equal tolerances $e$, the range falls in steps. It is 13\,568 \AA\ at $e=10$ \AA\ and still 13\,548 \AA\ at 20 \AA, then 7463 \AA\ at 35 \AA\ and 6076 \AA\ at 50 \AA. A step occurs when $4e$ reaches the next mismatch, for example at $121.9/4\approx30$ \AA. The last two values lie in the beat regime (\ref{eq:beat}), since $\eta=271$ \AA\ is between $2E$ and $4E$ there. Halving the error within a plateau hardly extends the range; crossing the step near 30 \AA\ nearly doubles it.

\subsection{One measurement}

Data were simulated for $d=5200$ \AA, with errors inside the bounds. The index errors were $+0.002$ and $-0.001$. The offsets came out as 685.2 and 256.7 \AA. In a window just below $W^*$ there are 9 and 11 candidates, and one pair is accepted, $(m_1,m_2)=(3,4)$:
\begin{align}
685.2+3D_1&=5205.2\ \text{\AA},\nonumber\\
256.7+4D_2&=5197.6\ \text{\AA}.\nonumber
\end{align}
They differ by 7.6 \AA, with 44.2 \AA\ allowed. The closest false pair, $(8,10)$, differs by 129.5 \AA. A single accepted pair does not show that the film lies in the window: error-free data for a film of 18\,770 \AA\ also give one accepted pair, centred at 5196 \AA, through the slip $(9,11)$.

The first term of (\ref{eq:error}) accounts for most of the two errors. It predicts $+(2.30)(0.002)(5200)/2.0993^2=+5.4$ \AA\ and, likewise, $-2.6$ \AA; the actual errors are $+5.2$ and $-2.4$ \AA. Once the order is known, the tolerances can be evaluated near the found thickness instead of at the window edge. The intervals then intersect between 5195.6 and 5206.5 \AA, or 519.6 and 520.7 nm.

\subsection{Tests of the range and the merge}

The merge and formula (\ref{eq:R}) were tested against exhaustive scans of integer thicknesses and offsets, for six sets of periods between 13 and 31 units and tolerances up to 3 units. All accepted pairs and all ranges agreed. In 1000 simulated measurements, with random thicknesses in the window and random errors within the stated bounds, one pair was accepted each time and its interval contained the true thickness. With the tolerances held fixed, the constructed worst data gave two answers in a window 0.001 \AA\ longer than $R$ and one answer in a window 1 \AA\ shorter.

\subsection{Where a real film departs from the model}

A real ceria film on silicon often has an oxide at the interface, a rough surface, and an index that depends on density. For thicknesses within half a period of 5200 \AA, an unmodelled 10 \AA\ oxide shifts the candidates by up to 10.5 and 10.2 \AA. This exceeds the half-width of the interval found above, so that interval holds for the one-film model and not for such a sample. A 10 \AA\ rough layer, treated as an equal film--air Bruggeman mixture, adds up to 4.7 and 4.5 \AA\ relative to the film thickness plus half the rough layer; linear and Lorentz--Lorenz mixing change these by about $\pm0.7$ \AA. An angle error of $0.02^\circ$, an extinction index of 0.001, a substrate index error of 0.02 and a bandwidth of 0.005 eV each contribute less than 1 \AA. An extinction index of 0.01, possible in oxygen-deficient ceria, would shift the candidates by about 4 and 3 \AA.

Adding to $a_i$ the worst shifts of the 10 \AA\ oxide, the Bruggeman rough layer and the four effects below 1 \AA\ lowers the window limit to about 8600 \AA\ (860 nm). There $2E$ reaches 121.9 \AA\ and the slip $(5,6)$ enters, so this limit is a jump. The figure takes shifts found near 5200 \AA\ as valid throughout the window. With these six effects present at once, the 5200 \AA\ film still gave the single pair $(3,4)$. An oxide of 30 \AA\ is quite possible in practice. It shifts the candidates by up to 31 \AA, so $2E$ also passes 149.5 \AA\ and the limit falls to roughly 6100 \AA. Both limits are pessimistic about the orders, because they treat the oxide shift as an independent error of either sign in each colour. In fact it always adds thickness, and by nearly the same amount: 8.7 to 10.5 and 8.4 to 10.2 \AA\ for a 10 \AA\ oxide, 26 to 31 and 25 to 31 \AA\ for a 30 \AA\ oxide. It largely cancels in the mismatch and mainly biases the thickness.

Three further departures are not included in these limits. The photon energies must be known to better than the three digits used here: laser lines at 632.8 and 532.0 nm analysed as 1.96 and 2.33 eV shift the candidates by $-1.9$ and $+1.2$ \AA\ at 5200 \AA\ and by $-4.9$ and $+3.1$ \AA\ at 13\,500 \AA. A wavelength uncertainty of 0.3 nm in each colour leaves the one-film window near 13\,530 \AA, whereas 0.5 nm lowers it to about 12\,150 \AA. A strained or columnar film can be birefringent: with the optic axis along the normal and $n_e-n_o=0.02$, the shifts reach 11 and 10 \AA\ near 5200 \AA\ and 25 and 23 \AA\ near 12\,800 \AA, and about a quarter of this for $n_e-n_o=0.005$. An index that varies linearly by $\pm0.03$ about its mean through the film shifts the candidates by up to 7 and 5 \AA, about equally near 5200 and 12\,800 \AA.

The film index is the more serious assumption. With $a_i$ held fixed, the 13\,500 \AA\ window survives an index uncertainty up to about 0.0042. An uncertainty of 0.05, plausible for a film of unknown density, raises $b_1+b_2$ to about 0.051. The slip $(1,1)$ then enters when $2E=\eta=271$ \AA, near $W=2600$ \AA, and the increase of $a_i$ lowers this to about 2300 \AA. These figures belong to a tolerance set at the window edge. If each trial thickness $d$ is given its own tolerance $a_i+b_id$, the window stays near 13\,550 \AA\ for an uncertainty of 0.005 and is about 2950 \AA\ for 0.05. This limit treats the two index errors as independent. A density error moves both indices the same way and stretches both lists by nearly the same factor, so it largely cancels in the mismatch. If the two indices are varied together through one density parameter, the orders can stay unique far beyond this limit, although the thickness itself remains uncertain by about 2.6\%. Within the one-film model the condition $|X|=1$ also constrains $n$ from a single pair $(\Psi,\Delta)$: with the stated angle errors the uncertainty is about 0.005 at a typical phase, but the constraint vanishes when $d$ is a multiple of $D$, where $\rho$ equals its bare-substrate value, and a quarter of the phases give more than 0.017. This route also needs a film without absorption: an extinction index of 0.001 biases $n$ by typically 0.015 to 0.02 near 5400 \AA\ and 0.035 to 0.05 near 13\,000 \AA, and by about three times as much or more at a quarter of the phases; a 10 \AA\ oxide biases it by typically 0.004 to 0.005. For independent index errors of 0.05, a guarantee beyond about 2950 \AA\ therefore needs some further constraint on the index, from these routes or from more wavelengths or angles. The numerical output lists the full candidate lists and the individual shifts.

\section*{Table of computed values}
\begin{verbatim}
hbar*c = 1973.270 eV angstrom; incidence 70.0 deg
colour 1: E = 1.96 eV, film n = 2.30, substrate n = 3.88+0.02j
  q = 2.0993, period D = 1506.64 angstrom
  smallest |ln|X|| of second root = 1.48
  tolerance a = 1.37 angstrom, b = 0.001566
  tolerance e at window = 22.56 angstrom
colour 2: E = 2.33 eV, film n = 2.35, substrate n = 4.15+0.04j
  q = 2.1539, period D = 1235.22 angstrom
  smallest |ln|X|| of second root = 1.39
  tolerance a = 1.05 angstrom, b = 0.001520
  tolerance e at window = 21.61 angstrom
error bounds: Psi 0.05 deg, Delta 0.10 deg, film index 0.003
beat length = 6856.8 angstrom
certified window limit = 13544.2 angstrom = 1354.4 nm
window used = 13530.7 angstrom; R there = 13544.2 angstrom
slips setting R: (9, 11), mismatch 27.70 angstrom
pigeonhole limit on R = 19631.5 angstrom
fixed equal tolerances e1 = e2 (angstrom): range R (angstrom), slips
  e = 1: R = 335979.0, slips (223, 272)
  e = 5: R = 61762.3, slips (41, 50)
  e = 10: R = 13567.5, slips (9, 11)
  e = 20: R = 13547.5, slips (9, 11)
  e = 35: R = 7463.2, slips (5, 6)
  e = 50: R = 6076.1, slips (4, 5)
example: true thickness = 5200.0 angstrom
  colour 1: Psi = 27.563 deg, Delta = 342.590 deg, offset = 685.24 angstrom
    errors put in: Psi +0.03 deg, Delta -0.06 deg, n +0.002
    candidates (angstrom): 685.2 2191.9 3698.5 5205.2 6711.8 8218.4 9725.1 11231.7 12738.4
  colour 2: Psi = 16.950 deg, Delta = 263.269 deg, offset = 256.67 angstrom
    errors put in: Psi -0.02 deg, Delta +0.05 deg, n -0.001
    candidates (angstrom): 256.7 1491.9 2727.1 3962.3 5197.6 6432.8 7668.0 8903.2 10138.5 11373.7 12608.9
  accepted orders (3, 4): 5205.16 and 5197.57 angstrom
  mismatch 7.60, allowed 44.17 angstrom
  nearest false pair (8, 10): mismatch 129.46 angstrom
  thickness interval 5195.6 to 5206.5 angstrom = 519.56 to 520.65 nm
random measurements resolved correctly: 1000
neglected effects, worst apparent shift, colours 1 and 2 (angstrom)
  interface oxide 10 angstrom: 10.48, 10.24
  surface roughness 10 angstrom: 4.67, 4.49
  incidence angle error 0.02 deg: 0.68, 0.55
  film extinction index 0.001: 0.37, 0.27
  substrate index error 0.02: 0.11, 0.10
  bandwidth 0.005 eV: 0.01, 0.00
  sum: 16.31, 15.66
window limit with these added = 8600.4 angstrom = 860.0 nm
all effects at once, true orders (3, 4); accepted orders:
  original tolerances [(3, 4)]
  widened tolerances [(3, 4)]
\end{verbatim}
